# Equivalent peak-temperature time of a wafer surface after a square flash

A silicon wafer at uniform temperature \(T_0\) absorbs a constant flux \(q\) at its surface for a time \(t_p\), and then the lamp switches off abruptly. The surface is hottest at switch-off, when it is at \(T_p\), and \(\Delta T=T_p-T_0\). Heat flows only along the depth \(z\). The conductivity \(\kappa\) and the heat capacity per volume \(\rho c\) are constant, surface losses are neglected, and the wafer is treated as a half-space.

A thermally activated process runs in a thin layer at the surface, with a rate proportional to \(e^{-E_a/kT}\) that follows the temperature without delay. Its equivalent time at the peak temperature is

\[
t_{\rm eq}=\int \exp\!\left[-\frac{E_a}{k}\left(\frac1T-\frac1{T_p}\right)\right]dt .
\]

This is how long the layer would have to stay at \(T_p\) for the same integrated rate. The time window must be finite, because the rate at \(T_0\) is small but not zero.

The numerical case is boron diffusion in silicon with \(T_0=1000\) K, \(T_p=1600\) K, \(t_p=1\) ms and \(E_a=3.5\) eV. The material values are rough: \(\kappa=0.25\) W/(cm K) and \(\rho c=2.2\) J/(cm³ K).

**(a) Find the surface temperature at a time \(s\) after switch-off, and its form at small \(s\).**

*Solution.* Let \(J=-\kappa\,\partial T/\partial z\) be the heat flux. Energy conservation reads \(\rho c\,\partial T/\partial t=-\partial J/\partial z\). Differentiating \(J\) in time and inserting this gives

\[
\frac{\partial J}{\partial t}=\alpha\frac{\partial^2J}{\partial z^2},\qquad \alpha=\frac{\kappa}{\rho c}.
\]

While the lamp is on, \(J=q\) at \(z=0\) and \(J\to0\) at great depth. No length is prescribed, so try \(J=f(\xi)\) with \(\xi=z/(2\sqrt{\alpha t})\). The equation becomes \(f''=-2\xi f'\), hence \(f'\propto e^{-\xi^2}\), and the boundary values give \(J=q\,\mathrm{erfc}(\xi)\).

The surface rise is the integral of the temperature gradient over depth:

\[
T(0,t)-T_0=\frac1\kappa\int_0^\infty J\,dz=\frac{2q\sqrt{\alpha t}}{\kappa}\int_0^\infty\mathrm{erfc}(\xi)\,d\xi .
\]

Exchanging the order of integration gives

\[
\int_0^\infty\mathrm{erfc}(\xi)\,d\xi=\frac{2}{\sqrt\pi}\int_0^\infty y\,e^{-y^2}dy=\frac1{\sqrt\pi}.
\]

Since \(\sqrt\alpha/\kappa=1/\sqrt{\kappa\rho c}\), the surface obeys

\[
T=T_0+B\sqrt t,\qquad B=\frac{2q}{\sqrt{\pi\kappa\rho c}}=\frac{\Delta T}{\sqrt{t_p}} ,
\]

where the last form follows from \(T(t_p)=T_p\).

The heat equation is linear, so switching off is the same as leaving \(q\) on and adding \(-q\) from \(t_p\) onward:

\[
T(s)=T_0+B\left(\sqrt{t_p+s}-\sqrt s\right).
\]

For \(s\ll t_p\), \(\sqrt{t_p+s}=\sqrt{t_p}+s/(2\sqrt{t_p})+\dots\), and therefore

\[
T(s)=T_p-B\sqrt s+\frac{B\,s}{2\sqrt{t_p}}+\dots
\]

The root term is the response to the sudden loss of the flux. The positive linear term is the further rise that the surface would have had with the lamp left on; in the superposition it partly offsets the drop.

In the example \(B=600\) K/ms\(^{1/2}\). A numerical solution of the heat equation for a 775 µm wafer with an insulated back gave 600.2 K/ms\(^{1/2}\), and its surface temperature stayed within 0.026 K of the half-space formula during the first 5 ms of cooling.

**(b) Keep only the root term. What equivalent time does the cooling branch contribute to leading order?**

*Solution.* With \(u=T_p-T\),

\[
\frac1T-\frac1{T_p}=\frac{u}{T_pT}.
\]

Near the peak \(T\) in the denominator may be replaced by \(T_p\). The exponent is then \(-u/\theta\), with

\[
\theta=\frac{kT_p^2}{E_a},
\]

the temperature drop that lowers the rate by a factor \(e\). Put \(u=B\sqrt s\) and \(x=B\sqrt s/\theta\). Then \(s=(\theta/B)^2x^2\) and \(ds=2(\theta/B)^2x\,dx\), so that

\[
t_{\rm cool}\simeq2\left(\frac\theta B\right)^2\int_0^\infty x\,e^{-x}dx .
\]

Integration by parts gives 1 for the integral, and

\[
\boxed{t_{\rm cool}\simeq2\left(\frac{kT_p^2}{E_aB}\right)^2}
\]

Stopping at a finite \(x=X\) instead of infinity removes the fraction \((1+X)e^{-X}\), which is negligible once the surface has cooled by many \(\theta\).

The rate has fallen by a factor \(e\) at \(s=(\theta/B)^2\), and the equivalent time is twice that. The factor 2 comes from the slow tail of \(e^{-x}\) when \(x\) grows as \(\sqrt s\). For the example,

\[
\theta=\frac{(8.617\times10^{-5}\ \mathrm{eV/K})(1600\ \mathrm K)^2}{3.5\ \mathrm{eV}}=63.03\ \mathrm K,
\]

\[
t_{\rm cool}\simeq2\left(\frac{63.03}{600}\right)^2\mathrm{ms}=22.07\ \mu\mathrm s .
\]

**(c) How good is this leading term? Expand to second order, for the root law alone and for the half-space.**

*Solution.* Two small ratios matter:

\[
\varepsilon=\frac{\theta}{T_p}=\frac{kT_p}{E_a},\qquad \eta=\frac{\theta}{\Delta T}.
\]

Because \(B\sqrt{t_p}=\Delta T\), the time ratio is \(s/t_p=(\eta x)^2\). The half-space law of part (a) becomes

\[
\frac u\theta=\frac1\eta\left[1+\eta x-\sqrt{1+\eta^2x^2}\right]=x-\frac{\eta x^2}{2}+O(\eta^3x^4).
\]

Write \(w=u/\theta\). Since \(T=T_p(1-\varepsilon w)\), the full exponent is

\[
-\frac{w}{1-\varepsilon w}=-w-\varepsilon w^2-\varepsilon^2w^3-\dots
\]

Insert \(w=x-\eta x^2/2\), so that \(w^2=x^2-\eta x^3+\dots\), and collect powers of \(x\). The exponent is \(-x-ax^2-bx^3\), with

\[
a=\varepsilon-\frac\eta2,\qquad b=\varepsilon^2-\varepsilon\eta .
\]

Expanding the small part of the exponential gives

\[
\frac{t_{\rm cool}}{2(\theta/B)^2}=\int_0^\infty x\,e^{-x}\left(1-ax^2-bx^3+\tfrac12a^2x^4\right)dx+\dots
\]

With \(\int_0^\infty x^ne^{-x}dx=n!\), the terms carry \(3!=6\), \(4!=24\) and \(5!/2=60\):

\[
\frac{t_{\rm cool}}{2(\theta/B)^2}=1-6a-24b+60a^2+\dots
\]

The root law alone has no \(\eta\) terms, so \(a=\varepsilon\), \(b=\varepsilon^2\), and the factor is \(1-6\varepsilon+36\varepsilon^2\). For this law the leading result is an upper bound: while \(T>0\), \(x/(1-\varepsilon x)>x\), so the true weight lies below \(e^{-x}\).

In the half-space the positive linear term of part (a) acts the other way, and the first-order factor is \(1-6\varepsilon+3\eta\). The first-order terms cancel when \(\eta=2\varepsilon\), that is, when \(\Delta T=T_p/2\).

In the example \(\varepsilon=0.0394\) and \(\eta=0.105\). Direct integration over 5 ms of cooling gives:

- **Root law:** 17.84 µs, which is 0.81 of the leading value. The expansion gives 0.76 to first order and 0.82 to second.
- **Half-space:** 26.29 µs, which is 1.19 times the leading value. The expansion gives 1.08 to first order and 1.15 to second.

The small first-order correction of the half-space is therefore a poor guide to its error. The full second-order correction, \(-24b+60a^2\approx0.07\), is nearly as large as the first-order one, \(-6a\approx0.08\).

The orders were also tested at large activation energy. When \(E_a\) was doubled from 32 to 64 times 3.5 eV, the remainder beyond first order shrank by factors of 0.251 (root law) and 0.249 (half-space). A second-order remainder should shrink by 0.25.

**(d) Find the contribution of the heating branch, and the total.**

*Solution.* Let \(r\) be the time before switch-off. Then \(T=T_0+\Delta T\sqrt{1-r/t_p}\), and the fractional drop \(v=(T_p-T)/\Delta T\) satisfies

\[
\frac r{t_p}=1-(1-v)^2=2v-v^2,\qquad dr=2t_p(1-v)\,dv .
\]

With \(v=\eta w\) and the exponent of part (c),

\[
t_{\rm heat}=2t_p\eta\int_0^{1/\eta}(1-\eta w)\,e^{-w-\varepsilon w^2-\dots}\,dw .
\]

The upper limit may be moved to infinity at exponentially small cost. To first order the integrand is \(e^{-w}(1-\eta w-\varepsilon w^2)\), so

\[
t_{\rm heat}=2t_p\eta\left(1-\eta-2\varepsilon+\dots\right).
\]

In the same variables \(\theta/B=\eta\sqrt{t_p}\), and the leading cooling time is \(2t_p\eta^2\). It is smaller than the leading heating time by the factor \(\eta\). The reason lies in the shape of the peak: the surface approaches \(T_p\) with a finite slope but leaves it with an infinite one.

In the sum, the cooling term cancels the \(-\eta\) of the heating branch:

\[
t_{\rm total}=2t_p\frac{\theta}{\Delta T}\left(1-\frac{2kT_p}{E_a}+\dots\right).
\]

The cancellation can be seen without the Arrhenius weight. The surface spends \(t_p(2v-v^2)\) above the level \(v\) on the way up, and \(t_p(v^2+\dots)\) on the way down, so the quadratic terms drop out of the sum.

For the example \(2t_p\eta=210\) µs. The first-order formulas give 171.5 µs for heating and 193.5 µs in total, while direct integration gives 177.4 µs and 203.7 µs. Cooling supplies 12.9% of the total. The boxed formula is thus the leading term of the cooling branch, and it should not be used for the whole flash.

At fixed \(T_0\), \(T_p\) and \(E_a\), both branches scale with \(t_p\). At fixed temperatures and pulse length, the leading cooling time falls as \(E_a^{-2}\) and the leading heating time as \(E_a^{-1}\). A process with a higher activation energy therefore draws a smaller share from the cooling.

**(e) How far does boron diffuse during the flash?**

*Solution.* Let the diffusivity depend on time but not on position or concentration:

\[
\frac{\partial C}{\partial t}=D(t)\frac{\partial^2C}{\partial z^2}.
\]

The variable \(\tau=\int D\,dt\) turns this into \(\partial C/\partial\tau=\partial^2C/\partial z^2\). A thin layer of dopant, far from boundaries, spreads as a Gaussian of variance \(2\tau\). Since \(D\) is Arrhenius, \(\tau=D(T_p)\,t_{\rm eq}\), and the rms displacement along \(z\) is \(\sqrt{2D(T_p)t_{\rm eq}}\).

With a rough prefactor of 1 cm²/s, \(D(T_p)=e^{-1/\varepsilon}\) cm²/s \(=9.45\times10^{-12}\) cm²/s. For the whole flash,

\[
\sqrt{2(9.45\times10^{-12})(203.7\times10^{-6})}\ \mathrm{cm}=6.2\times10^{-8}\ \mathrm{cm}=0.62\ \mathrm{nm}.
\]

The cooling branch alone would give 0.22 nm. The two branches add in variance, not in length. Displacements this small are comparable with the spacing of atoms, so they describe an average over many dopant atoms.

**(f) Which assumptions matter most for a real wafer?**

*Solution.* A millisecond flash from a preheated base to a peak below the melting point of silicon, roughly 1700 K, is the regime of flash-lamp annealing. The example absorbs 12.5 J/cm². The abrupt end of the pulse is an idealization, since a flash lamp fades over a finite time.

Suppose the flux falls linearly to zero over a time \(t_f\). Superposing many small negative steps gives, for \(s<t_f\), the drop

\[
\frac B{t_f}\int_0^s\sqrt{s-s'}\,ds'=\frac{2B}{3t_f}s^{3/2},
\]

which replaces \(B\sqrt s\). The root law thus needs \(t_f\ll(\theta/B)^2\), which is 11 µs here. For \(t_f=100\) µs, with the flux readjusted to keep the peak at 1600 K, the post-peak time is 76 µs instead of 26 µs, and the total is 255 µs instead of 204 µs. For a pulse that fades over a time comparable with its length, the root law does not apply at all. A half-sine pulse of 1 ms with the same \(T_0\) and \(T_p\) gives about 306 µs in total, half of it after the peak, so the small cooling share of part (d) belongs to the square pulse only.

Other thermal effects were sized with \(T_0\), \(T_p\) and \(t_p\) held fixed:

- **Conductivity falling as \(1/T\)**, equal to 0.25 W/(cm K) at 1300 K: the cooling time becomes 22.2 µs and the total 182 µs. That the former lies close to the leading formula is a coincidence of opposing corrections: \(B\) evaluated with the readjusted flux and \(\kappa(T_p)\) rises to about 654 K/ms\(^{1/2}\), which lowers the leading value to 18.6 µs, while the half-space factor of about 1.2 raises it again. A conductivity that falls more slowly than \(1/T\) above 1200 K, as tabulated values for silicon suggest, gives results between this case and the constant one.
- **Light absorbed over 1 µm:** the cooling time rises to 28.2 µs, while the total changes by about 0.3%.
- **Radiation:** even a black surface at \(T_p\) would lose only 0.3% of the absorbed flux.
- **Finite thickness:** once the heat has spread through the wafer, it sits near 1073 K. Each second there adds 3.9 µs of equivalent time, so a slow return to lower temperature is not negligible beside the cooling branch.

The temperature drop across a 20 nm doped layer is about 0.1 K at the end of the pulse, so using the surface temperature is safe.

The diffusivity is less certain than the thermal history. Take an active boron density \(N=10^{20}\) cm⁻³ and a rough intrinsic density \(n_i=3\times10^{19}\) cm⁻³. Charge neutrality, \(p-n_i^2/p=N\), then gives a hole density \(p=3.6\,n_i\). If \(D\) is proportional to \(p\), it rises by the factor 3.6 over its intrinsic value. The built-in field of the hole gradient drives the negative boron ions the same way as diffusion and multiplies their flux by \(1+d\ln p/d\ln N=1+N/\sqrt{N^2+4n_i^2}=1.9\). Held at these values throughout the flash, the two factors turn the length of 0.62 nm into 1.6 nm. This is the smoothing length of a small density ripple on a uniform background \(N\), not the displacement of atoms or the broadening of a layer. Since \((p/n_i)(1+d\ln p/d\ln N)=d(Np/n_i)/dN\), the flux is \(-D_i\,\partial(Np/n_i)/\partial z\), with \(D_i\) the intrinsic diffusivity. Two integrations by parts then show that the mean square width of a layer grows at the rate \(2D_i\langle p/n_i\rangle\), averaged over the boron atoms. The field factor drops out, and a layer with peak density \(N\) gains an rms width of at most \(\sqrt{3.6}\times0.62=1.2\) nm. In the other direction, \(n_i\) is smaller below the peak temperature, which raises the factors there. The estimate also rests on Boltzmann statistics, which are only approximate here because the hole density is about 0.35 of the valence-band effective density (taken with the free-electron mass); Fermi–Dirac statistics, with \(D\) following the Fermi level, would lengthen these estimates by 5 to 8%. Separately, an assumed tenfold excess of silicon interstitials, which assist boron diffusion, would give 2.0 nm. Implant damage can make such an excess vary in time, and then a single equivalent time at \(T_p\) no longer describes the process.

The remaining values are in the numerical output below.

## Computed values

```
Base temperature T0: 1000 K
Peak temperature Tp: 1600 K
Pulse length: 1 ms
Activation energy (rough): 3.5 eV
Diffusion prefactor (rough): 1 cm2/s
Thermal conductivity (rough): 0.25 W/(cm K)
Heat capacity per volume (rough): 2.2 J/(cm3 K)
Wafer thickness: 775 um
Absorbed flux: 12.47 kW/cm2
Absorbed fluence: 12.47 J/cm2
B = (Tp-T0)/sqrt(pulse): 600 K/ms^0.5
B from heat equation: 600.2 K/ms^0.5
Largest cooling-curve deviation: 0.026 K
theta = k Tp^2/Ea: 63.03 K
eps = theta/Tp: 0.03939
eta = theta/(Tp-T0): 0.105
Cooling time, leading formula: 22.07 us
Cooling time, pure root law: 17.84 us
Cooling time, half-space: 26.29 us
Half-space first-order factor: 1.079
Half-space / leading: 1.191
Cooling window: 5 ms
Heating time, quadrature: 177.4 us
Heating time, first order: 171.5 us
Total time, quadrature: 203.7 us
Total time, first order: 193.5 us
Cooling share of total: 12.9 %
Remainder ratios on doubling Ea (root, cool, heat, total): 0.251 0.249 0.251 0.250
Cooling time, heat equation: 26.29 us
Mesh shift, 200 to 400 nodes: 0.0063 us
Cooling time, conductivity ~ 1/T: 22.22 us
Total time, conductivity ~ 1/T: 182.4 us
Assumed absorption depth: 1 um
Cooling time with this depth: 28.18 us
Total time with this depth: 204.3 us
Assumed linear lamp fall time: 100 us
Post-peak time with this fall: 75.54 us
Total time with this fall: 254.8 us
Black-body loss / absorbed flux: 0.3 %
Wafer plateau after equalizing: 1073 K
Equivalent time per second there: 3.87 us
Temperature drop over 20 nm: 0.1 K
Boron diffusivity at Tp: 9.451e-12 cm2/s
Rms displacement, cooling only: 0.223 nm
Rms displacement, whole flash: 0.621 nm
Assumed active boron density: 1.0e+20 cm^-3
Intrinsic density at Tp (rough): 3.0e+19 cm^-3
Hole factor p/ni: 3.61
Built-in field factor: 1.86
Rms length with both factors: 1.61 nm
p/Nv (free-electron mass): 0.35
Assumed interstitial supersaturation: 10
Rms length with supersaturation only: 1.96 nm
```
